# Single-Precision Rounding Noise in Total Energies, Force Constants and Vacancy Energies

## Problem

A model fcc crystal has $N$ atoms in a periodic cell. Each atom is bonded to its 12 nearest neighbours by a Morse potential,

$$\phi(r)=D\left[e^{-2\alpha(r-r_0)}-2e^{-\alpha(r-r_0)}\right],$$

with $D=0.01$ Ha, $\alpha=0.5$ bohr$^{-1}$ and $r_0=6$ bohr. The list of bonds is fixed, and $r_0$ is the neighbour distance of the perfect crystal. The energy is a sum over sites,

$$E=\sum_{i=1}^{N}e_i,\qquad e_i=e_{\rm ref}+\varepsilon_i,\qquad \varepsilon_i=\tfrac12\sum_{j}\phi(r_{ij}).$$

The constant $e_{\rm ref}=-150$ Ha stands for the energy of a free atom, of the size found in all-electron calculations on light atoms. The parameters describe no particular material.

The site energies are evaluated accurately and then rounded to single precision. They may be rounded with $e_{\rm ref}$ included ("raw") or after it has been removed ("ref"). They may be added one after another in single precision ("single") or in double precision ("double").

(a) How does the error of the total energy grow with $N$ in each case?

(b) The on-site force constant $K$ is taken from energies at displacements $0$ and $\pm h$ of one atom, with $h=0.02$ bohr. Which treatments give a usable value?

(c) Answer the same question for the vacancy energy.

(d) Can a larger step, or the use of forces, replace the cures?

## Solution

### The two signals

At the minimum of the bond energy $\phi'(r_0)=0$, and

$$\phi''(r_0)=4D\alpha^2-2D\alpha^2=2D\alpha^2 .$$

Move one atom by $x$ along a cube axis. A bond with direction cosine $n_x$ changes its length by $-n_xx$ to first order, so its energy rises by $\tfrac12\phi''n_x^2x^2$. Eight of the twelve bonds have $n_x^2=\tfrac12$ and four have $n_x=0$, hence $\sum n_x^2=4$ and

$$K=4\phi''(r_0)=8D\alpha^2=8(0.01)(0.25)=0.020\ \text{Ha/bohr}^2 .$$

This is one element of the force-constant matrix from which phonons are built. The second difference of the energy that must be resolved is

$$E(h)-2E(0)+E(-h)\simeq Kh^2=0.020\,(0.02)^2=8.0\times10^{-6}\ \text{Ha}.$$

The vacancy energy compares a cell with one atom missing to the same number of atoms in the bulk:

$$E_f=E(N-1)-\frac{N-1}{N}E(N).$$

The reference contributes $(N-1)e_{\rm ref}-\frac{N-1}{N}Ne_{\rm ref}=0$. The perfect crystal has $6N$ bonds of energy $-D$, and removing an atom breaks 12 of them. Therefore

$$E_f=(-6ND+12D)+6(N-1)D=6D=0.060\ \text{Ha}=1.63\ \text{eV}.$$

All remaining bonds are still at their minimum, so nothing relaxes. The reference also cancels from $K$. It has no effect on either exact result, and any harm it does comes from rounding.

### The grid of single precision

A single-precision number has 24 significant bits. Between $2^p$ and $2^{p+1}$ such numbers are spaced by

$$q(x)=2^{\,p-23},\qquad p=\lfloor\log_2|x|\rfloor .$$

Since $2^p\le|x|<2^{p+1}$, this means

$$2^{-24}|x|<q(x)\le2^{-23}|x| .$$

Rounding to the nearest number makes an error $\delta$ of at most $q/2$. If the true value lies anywhere between grid points with equal probability,

$$\langle\delta^2\rangle=\frac1q\int_{-q/2}^{q/2}\delta^2\,d\delta=\frac{q^2}{12}.$$

In the perfect crystal $\varepsilon=-6D=-0.06$ Ha and $e=-150.06$ Ha. The two grids are

$$q(e)=1.526\times10^{-5}\ \text{Ha},\qquad q(\varepsilon)=3.725\times10^{-9}\ \text{Ha}.$$

The first is already larger than $Kh^2$. The reference has to be removed before rounding: subtracting it later from a rounded number does not bring back the lost digits.

### (a) Noise of the total energy

**Storage.** Suppose the raw sum has been formed perfectly and is then stored in single precision. For $N=4000$ the total is about $-6.0\times10^5$ Ha. It lies between $2^{19}$ and $2^{20}$ in magnitude, so its grid is $2^{-4}=0.0625$ Ha and its rms error is $0.0625/\sqrt{12}=0.018$ Ha. This error grows in proportion to $N$, in steps of two. No method of summation removes it while the result is kept in this format.

**Double sum.** Now the remaining error comes from the site energies. If their rounding errors are independent, the variances add:

$$\sigma=\sqrt{\frac N{12}}\;q .$$

For 4000 atoms $\sqrt{N/12}=18.3$, which gives $2.8\times10^{-4}$ Ha for raw energies and $6.8\times10^{-8}$ Ha for referenced ones. Independence requires disorder. In a perfect crystal all site energies are equal, all errors $\delta$ are equal too, and the sum is wrong by $N\delta$. For the statistics, every atom is therefore given random displacements of 0.1 bohr rms along each axis. The site energies then spread by an amount of order $10^{-4}$ Ha, several times the raw grid.

**Single sum, random rounding.** Let $S_k$ be the sum after $k$ additions. Each addition is rounded on the grid of the current sum. When the site energies spread over several steps of that grid, the errors are close to random and

$$\sigma^2\simeq\frac1{12}\sum_{k=1}^{N}q(S_k)^2 .$$

With $S_k\simeq k\varepsilon$ and $\sum k^2\simeq N^3/3$, the limits on $q$ give

$$\frac{2^{-24}|\varepsilon|N^{3/2}}6\lesssim\sigma\lesssim\frac{2^{-23}|\varepsilon|N^{3/2}}6 .$$

Referenced energies satisfy the condition at the sizes used here. Their total for 4000 atoms is about $-240$ Ha, with a grid of $1.5\times10^{-5}$ Ha. The explicit sum predicts $2.05\times10^{-4}$ Ha, and the measured rms error is $1.90\times10^{-4}$ Ha. Between 256 and 4000 atoms the measured growth exponent is 1.48. Both totals lie just below a power of two, so the steps in $q$ hardly disturb this comparison. The law ends when the grid of the sum approaches the spread of the site energies. The grid reaches $1.2\times10^{-4}$ Ha once the total passes $2^{10}$ Ha, near 17 000 atoms. Beyond that size referenced energies drift systematically in the way described next. For site energies drawn from the same disordered crystal, the error is about 0.07 Ha at 64 000 atoms, five times the random estimate, and about 18 Ha at 256 000 atoms, against an estimate of 0.1 Ha.

**Single sum, systematic rounding.** Raw energies violate the condition, because the grid of the sum becomes far coarser than the spread of the site energies. The same residue is then dropped at each addition. Since $S_k$ already lies on the grid, adding $e$ has the effect of adding $R_k(e)$, the value of $e$ rounded to the grid $q(S_k)$. Apart from the few additions at which the grid changes,

$$\Delta E\simeq\sum_{k}\left[R_k(e)-e\right].$$

Take a perfect crystal of 4000 atoms. In the last part of its sum the grid is $1/16$ Ha. In units of this grid $|e|=150.06\times16=2400.96$, which is rounded to 2401, or 150.0625 Ha. Each addition makes the energy too low by 0.0025 Ha. The grids $1/32$ and $1/64$ Ha lead to the same rounded value. The three ranges contain about 507, 1747 and 873 additions, so they contribute

$$-(507+1747+873)(0.0025)\ \text{Ha}=-7.8\ \text{Ha}.$$

With the finer grids included, and with $e$ replaced by its stored single-precision value, the formula gives $-8.65$ Ha, and actual single-precision addition gives $-8.63$ Ha.

The worst case follows from $|R_k(e)-e|\le q(S_k)/2\le2^{-24}k|e|$:

$$|\Delta E|\lesssim2^{-24}|e|\sum_kk\simeq2^{-25}N^2|e| .$$

For 4000 atoms this bound is about 72 Ha. The actual drift depends on how $e$ happens to fall on each grid. At 256 atoms it is $+0.012$ Ha, with the opposite sign.

### (b) The force constant

With a double sum, atoms whose site energies do not change have identical rounding errors in all three energies, and these cancel. The moved atom and its 12 neighbours remain. For each of these 13 sites the error is $\delta_+-2\delta_0+\delta_-$. If the three parts are independent, its variance is

$$(1+4+1)\frac{q^2}{12}=\frac{q^2}{2}.$$

Adding 13 such variances and dividing the energy error by $h^2$ gives

$$\sigma_K\simeq\sqrt{\frac{13}{2}}\,\frac q{h^2}=2.55\,\frac q{h^2},$$

which does not depend on $N$. For raw energies

$$\sigma_K\simeq\frac{2.55\,(1.526\times10^{-5})}{4.0\times10^{-4}}=0.097\ \text{Ha/bohr}^2,$$

almost five times $K$. For referenced energies it is $2.4\times10^{-5}$ Ha/bohr$^2$, or 0.12% of $K$.

The table gives rms errors over 200 disordered snapshots, with one random atom moved and, separately, removed in each. Errors are relative to the same quantity computed in double precision throughout. $K$ is in Ha/bohr$^2$ and $E_f$ in Ha.

| Treatment | $N$ | Error of $K$ | Error of $E_f$ |
|---|---:|---:|---:|
| raw, single | 256 | 1.2 | $4.8\times10^{-3}$ |
| raw, double | 256 | 0.076 | $2.1\times10^{-5}$ |
| ref, single | 256 | 0.0046 | $1.2\times10^{-6}$ |
| ref, double | 256 | $2.4\times10^{-5}$ | $5.3\times10^{-9}$ |
| raw, single | 4000 | 0.020 | $4.8\times10^{-2}$ |
| raw, double | 4000 | 0.079 | $2.4\times10^{-5}$ |
| ref, single | 4000 | 0.068 | $2.1\times10^{-5}$ |
| ref, double | 4000 | $2.5\times10^{-5}$ | $5.5\times10^{-9}$ |

At 4000 atoms the force constant needs both cures. With either one alone, about half of the computed values are zero or negative. A negative value would mean that the atom is unstable in its cage, although the true $K$ is positive.

For raw energies with a double sum, the errors of $K$ lie some 20% below the estimate. The estimate counts all 12 neighbours, but four of them have $n_x=0$ in the perfect crystal. Two neighbours have a relative displacement of about 0.14 bohr along each axis, so the bond force is about $0.005\times0.14=7\times10^{-4}$ Ha/bohr, and the tilt gives such a bond a direction cosine of about $0.14/6=0.023$. Half of the force, times $0.023h$, shifts the neighbour's site energy by only $1.6\times10^{-7}$ Ha, 1% of the raw grid. Its three rounding errors are then nearly always equal, and they cancel. With the nine remaining sites the estimate becomes $\sqrt{9/2}\,q/h^2=0.081$ Ha/bohr$^2$, close to the measured 0.076 and 0.079. The other eight neighbours shift by about a third of the raw grid, so independence is only approximate for them. On the referenced grid a typical shift of this size spans about 40 steps, and only a small share of these shifts is below one step. All 13 sites then count, and the estimate agrees with the measurement within a few per cent.

The error of 0.020 for "raw, single" at 4000 atoms looks smaller than the two below it, but it is a complete failure. The totals are multiples of 0.0625 Ha, so the computed $K$ can take the values

$$0,\ \pm\frac{0.0625}{4.0\times10^{-4}}=\pm156\ \text{Ha/bohr}^2,\ \ldots$$

One nonzero value among 200 would raise the rms error to at least about 11. Every computed $K$ was therefore zero, and the error is $K$ itself. At 256 atoms the step is $2^{-8}/h^2=9.8$ Ha/bohr$^2$. The rms error of 1.2 is what three jumps of one step among 200 samples would give, since $9.8\sqrt{3/200}=1.2$. A figure set by so few events fixes only the order of magnitude.

The grid of the total also sets the scale for "ref, single", where rounding during the sum raises the error to nearly two steps. At 4000 atoms $K$ comes in steps of $1.5\times10^{-5}/h^2=0.038$ Ha/bohr$^2$, and a true value of 0.020 lies about halfway between two allowed ones. At 256 atoms the total is about 15 Ha and the step is 0.0024 Ha/bohr$^2$. The error is then 23% of $K$: the sign is right, but the value is poor.

**Crossover size.** The coarsest grid a total of size $N|e|$ can have is $2^{-23}N|e|$. Setting this equal to a signal $s$ gives

$$N_c=\frac{2^{23}s}{|e|} .$$

The true grid is between half this value and the whole of it, so $N_c$ is uncertain by a factor of two. For $s=Kh^2$ one finds $N_c=0.45$ with raw energies: one atom is already too many. With referenced energies $N_c\simeq1100$, which lies between the two sizes in the table.

**A collective displacement.** The growth of the problem with $N$ belongs to the displacement of a single atom. Suppose instead that successive (100) planes move by $+A$ and $-A$ along the cube axis. Each atom has eight bonds to neighbouring planes, or four when each bond is shared between two atoms. The relative displacement $2A$ changes such a bond by $2A/\sqrt2=\sqrt2A$, at a cost of $\tfrac12\phi''(2A^2)=\phi''A^2$. The energy per atom is $4\phi''A^2=8\times10^{-6}$ Ha for $A=0.02$ bohr, and the second difference is twice that, $1.6\times10^{-5}N$ Ha. The grid of a raw single-precision total lies between $0.9\times10^{-5}N$ and $1.8\times10^{-5}N$ Ha. If the sum is formed accurately and only its result is stored in single precision, signal and grid grow together. In this harmonic estimate a larger cell then neither helps nor harms, apart from the factor of two. The raw total is still too coarse.

### (c) The vacancy energy

With a double sum, let $\delta_j$ be the rounding errors in the full cell and $\delta'_j$ those of the 12 neighbours after atom $i$ has been removed. The error of $E_f$ is

$$\sum_{j=1}^{12}(\delta'_j-\delta_j)-\delta_i+\frac1N\sum_{k=1}^N\delta_k .$$

The last term has rms size $q/\sqrt{12N}$ and can be dropped. The others give

$$\sigma_f\simeq\sqrt{\frac{12\times2+1}{12}}\,q=1.44\,q .$$

For raw energies this is $2.2\times10^{-5}$ Ha, or 0.04% of $E_f$. The vacancy energy thus survives without removal of the reference, provided the sum is double. It also survives a single sum of referenced energies at this size. It is lost when neither cure is applied: at 4000 atoms the error is 1.3 eV in an energy of 1.6 eV, against 0.66 meV for the raw double sum.

The loss can be followed in the arithmetic. A neighbour of the vacancy has lost one bond, so its energy rises by $D/2=0.005$ Ha, from $-150.060$ to $-150.055$ Ha. On the grids $1/32$ and $1/16$ Ha both numbers are rounded to $-150.0625$ Ha. Over at least the last 56% of the sum, the signal of a broken bond therefore disappears. The crossover sizes, $N_c\simeq3400$ for raw energies and $8\times10^6$ for referenced ones, are only a rough guide here. They compare the grid of the total with the whole of $E_f$. In a single sum the signal arrives in parts of $D/2$, which can be lost on a finer grid, so the damage can begin at smaller $N$.

These figures are for a vacancy that alters 13 sites. If relaxation changes all site energies by more than the grid, the errors of the two cells no longer cancel, and for large $N$

$$\sigma_f\simeq\sqrt2\,\sqrt{\frac N{12}}\,q .$$

For 4000 atoms and a raw double sum this is $\sqrt2\,(2.8\times10^{-4})=3.9\times10^{-4}$ Ha, about 11 meV. That is below 1% of this vacancy energy, but it would matter for a small difference between two defect structures.

### (d) Larger steps and forces

Once the site energies shift by about a grid step or more, the noise in $K$ falls roughly as $1/h^2$. For a raw double sum, an error of 1% of $K$ requires

$$h^2=\frac{2.55\,q(e)}{0.01K}=\frac{3.89\times10^{-5}}{2.0\times10^{-4}}=0.195\ \text{bohr}^2,\qquad h=0.44\ \text{bohr}.$$

The measured noise at this step is 0.94% of $K$. The price is truncation. In a Taylor expansion of $E(h)+E(-h)$ the odd terms cancel, leaving

$$\frac{E(h)-2E(0)+E(-h)}{h^2}=K+\frac{h^2}{12}E''''(0)+\ldots$$

In the perfect model crystal the resulting error at $h=0.44$ bohr is 0.13% for a move along a cube axis. This small value is partly an accident: at $\alpha r_0=3$ the quartic terms of the eight inclined bonds cancel, and only the four perpendicular bonds contribute. $K$ is the same in every direction, but the same step gives 0.9% along $\langle110\rangle$ and 1.1% along $\langle111\rangle$. For $\alpha r_0=4.2$ it gives 1.0% even along the cube axis. A large step is therefore only a partial cure, good here to about 1%, whereas removing the reference reaches 0.12% noise at the small step.

Forces avoid the difficulty at its source, because the derivative of a constant reference is zero:

$$K\simeq-\frac{F(h)-F(-h)}{2h}.$$

The forces in the disordered crystal are of order $K\times0.1\ \text{bohr}=2\times10^{-3}$ Ha/bohr. Near this value the grid is $2.3\times10^{-10}$ Ha/bohr. Two independent errors of $q/\sqrt{12}$ give

$$\sigma_K\simeq\frac{\sqrt2\,(2.3\times10^{-10})/\sqrt{12}}{0.04}\simeq2\times10^{-9}\ \text{Ha/bohr}^2,$$

in agreement with the measured $2.2\times10^{-9}$. Here accurate forces were rounded once. A potential evaluated in single precision throughout adds errors of its own, to forces and energies alike, and neither subtraction of a reference nor a double sum removes those. The full set of measured and predicted values is in the numerical output below.

## Table of computed values

```
Reference -150.0 Ha, D 0.01 Ha, alpha 0.5 /bohr, bond 6.0 bohr
Disorder 0.1 bohr, step h 0.02 bohr, samples 200
Site energy: raw -150.06 Ha, referenced -0.06 Ha
Grid q: raw 1.526e-05 Ha, referenced 3.725e-09 Ha
K formula 0.02000, direct 0.02000 Ha/bohr^2
E_f formula 0.06000, direct 0.06000 Ha = 1633 meV
Phonon signal K h^2 = 8.00e-06 Ha
Total-energy error in Ha (rms measured / predicted):
N=256: stored raw total 1.12e-03 / 1.13e-03
  raw/single drift, perfect crystal 0.012 / 0.014
  raw/double 6.41e-05 / 7.05e-05
  ref/single sum 3.29e-06 / 3.27e-06
  ref/double 1.64e-08 / 1.72e-08
N=864: stored raw total 2.25e-03 / 2.26e-03
  raw/single drift, perfect crystal -0.803 / -0.804
  raw/double 1.37e-04 / 1.29e-04
  ref/single sum 2.16e-05 / 2.21e-05
  ref/double 3.16e-08 / 3.16e-08
N=2048: stored raw total 8.95e-03 / 9.02e-03
  raw/single drift, perfect crystal -3.750 / -3.767
  raw/double 1.88e-04 / 1.99e-04
  ref/single sum 7.30e-05 / 7.40e-05
  ref/double 5.18e-08 / 4.87e-08
N=4000: stored raw total 1.80e-02 / 1.80e-02
  raw/single drift, perfect crystal -8.635 / -8.652
  raw/double 2.78e-04 / 2.79e-04
  ref/single sum 1.90e-04 / 2.05e-04
  ref/double 7.11e-08 / 6.80e-08
Growth exponent of ref/single sum: 1.48
Predicted K noise, double sums: raw 9.73e-02, ref 2.37e-05 Ha/bohr^2
Predicted E_f noise, double sums: raw 2.20e-05, ref 5.38e-09 Ha
N=256: mean K 0.02022 Ha/bohr^2, mean E_f 0.05969 Ha
  raw/single: K err 1.20e+00 Ha/bohr^2, K<=0 in 100%, E_f err 4.77e-03 Ha
  raw/double: K err 7.61e-02 Ha/bohr^2, K<=0 in 46%, E_f err 2.08e-05 Ha
  ref/single: K err 4.63e-03 Ha/bohr^2, K<=0 in 0%, E_f err 1.24e-06 Ha
  ref/double: K err 2.39e-05 Ha/bohr^2, K<=0 in 0%, E_f err 5.34e-09 Ha
N=4000: mean K 0.02009 Ha/bohr^2, mean E_f 0.05968 Ha
  raw/single: K err 2.01e-02 Ha/bohr^2, K<=0 in 100%, E_f err 4.75e-02 Ha
  raw/double: K err 7.93e-02 Ha/bohr^2, K<=0 in 52%, E_f err 2.44e-05 Ha
  ref/single: K err 6.80e-02 Ha/bohr^2, K<=0 in 50%, E_f err 2.07e-05 Ha
  ref/double: K err 2.46e-05 Ha/bohr^2, K<=0 in 0%, E_f err 5.53e-09 Ha
E_f err at N=4000 in meV: raw/single 1294, raw/double 0.66
K err from single-precision forces 2.2e-09 Ha/bohr^2
Crossover N for K h^2: raw 0.447, referenced 1.12e+03
Crossover N for E_f: raw 3.35e+03, referenced 8.39e+06
raw/double, 1% noise needs h = 0.441 bohr: measured 0.94%
  truncation error of K at that step 0.13%
```
